# Polarisability and photoionisation of a hydrogenic 1s state by Numerov solution, part 1

(Sections cited here and not found follow in the second part.)

## What scaling and symmetry fix

Atomic units are used, so that $c = 1/\alpha_{\rm fs}$. The nucleus has charge $Z$ and infinite mass, and $H = -\tfrac12\nabla^2 - Z/r$. The substitution $r = x/Z$ turns $H$ into $Z^2(-\tfrac12\nabla_x^2 - 1/x)$: lengths scale as $1/Z$, energies as $Z^2$. A polarisability is a squared length divided by an energy, so

$$\alpha_Z(\omega) = Z^{-4}\,\alpha_1(\omega/Z^2).$$

The cross section found below is $4\pi\omega\,\mathrm{Im}\,\alpha/c$, which therefore equals $\alpha_{\rm fs}Z^{-2}$ times a function of $\omega/Z^2$ alone.

The 1s state is spherical, so $\alpha$ is a scalar and the field may be taken along $z$. Since $z \propto rY_{10}$ and $H$ commutes with rotations, the first-order wavefunction is a pure $l=1$, $m=0$ wave. The response at one energy is a single radial function, and the whole problem is one ordinary differential equation. Scaling and symmetry leave open its boundary condition at large $r$, and that condition decides whether $\alpha$ has an imaginary part.

## From the field to the radial equation

The field $F(t) = F_0\cos\omega t$ is weak (first order in $F_0$) and uniform over the atom (dipole approximation). The electron's dipole is $d = -z$, the coupling is $+zF(t)$, and it is switched on as $e^{\gamma t}$ with $\gamma\to0^+$. Write

$$\psi = e^{-iE_0t}\left[\psi_0 + e^{\gamma t}\left(\psi_+e^{-i\omega t} + \psi_-e^{i\omega t}\right)\right],\qquad E_0 = -Z^2/2 .$$

Inserting this in $i\partial_t\psi = (H + zFe^{\gamma t})\psi$ and collecting first-order terms in $e^{\mp i\omega t}$ gives $(E_0\pm\omega+i\gamma-H)\psi_\pm = \tfrac12F_0\,z\psi_0$. Define

$$\chi(E) = (H-E)^{-1}z\psi_0,\qquad a(E) = \langle\psi_0|z|\chi(E)\rangle ,$$

so that $\psi_\pm = -\tfrac12F_0\,\chi(E_0\pm\omega+i\gamma)$. The induced dipole is

$$\langle d\rangle = \tfrac12F_0\left[a(E_0+\omega+i\gamma)e^{-i\omega t} + a(E_0-\omega+i\gamma)e^{i\omega t} + \text{c.c.}\right].$$

With the convention $\langle d\rangle = \mathrm{Re}[\alpha F_0e^{-i\omega t}]$, $\alpha$ is the coefficient of $\tfrac12F_0e^{-i\omega t}$, namely $a(E_0+\omega+i\gamma) + a(E_0-\omega+i\gamma)^*$. For $\omega>0$ the energy $E_0-\omega$ lies below the whole spectrum, so the second term is real as $\gamma\to0$, and

$$\alpha(\omega) = a(E_0+\omega+i0) + a(E_0-\omega).$$

Only the first, resonant term can reach the continuum and needs an outgoing boundary.

The cross section follows from the absorbed power. From $d\langle H - dF\rangle/dt = -\langle d\rangle\dot F$ one has $d\langle H\rangle/dt = F\,\langle\dot d\rangle$. With $\langle d\rangle = F_0(\mathrm{Re}\,\alpha\cos\omega t + \mathrm{Im}\,\alpha\sin\omega t)$ the cycle average is $\tfrac12\omega F_0^2\,\mathrm{Im}\,\alpha$. Each ionisation takes one quantum $\omega$, so the rate is $\Gamma = \tfrac12F_0^2\,\mathrm{Im}\,\alpha$. A plane wave of amplitude $F_0$ has intensity $cF_0^2/8\pi$ and photon flux $cF_0^2/(8\pi\omega)$. The ratio of rate to flux is

$$\sigma(\omega) = \frac{4\pi\omega}{c}\,\mathrm{Im}\,\alpha(\omega).$$

The field is classical and prescribed, so photon scattering contributes nothing to $\mathrm{Im}\,\alpha$ here.

The ground state is $\psi_0 = (u_0/r)Y_{00}$ with $u_0 = 2Z^{3/2}re^{-Zr}$. Because $\cos\theta_r\,Y_{00} = Y_{10}/\sqrt3$ for polar angle $\theta_r$, the source is $z\psi_0 = (s/r)\,Y_{10}/\sqrt3$ with $s = ru_0 = 2Z^{3/2}r^2e^{-Zr}$. Setting $\chi = (w/r)\,Y_{10}/\sqrt3$ and using $\nabla^2[(w/r)Y_{10}] = (w''-2w/r^2)Y_{10}/r$,

$$-\tfrac12w'' + \left(\frac1{r^2}-\frac Zr-E\right)w = s,\qquad w(0)=0,\qquad a(E) = \frac13\int_0^\infty s\,w\,dr .$$

The factor $1/3$ is the product of the two factors $1/\sqrt3$.

## Coulomb functions and the outgoing Green's function

For $\omega>Z^2/2$ put $E = E_0+\omega = k^2/2$, $\rho = kr$, $\eta = -Z/k = -\nu$. The homogeneous equation becomes

$$u'' + \left(1-\frac{2\eta}\rho-\frac2{\rho^2}\right)u = 0,$$

with primes on $u$, $F_1$, $G_1$, $H^+$ meaning $d/d\rho$.

For the regular solution put $u = \rho^2e^{-i\rho}m$. Then $u'' = e^{-i\rho}[\rho^2m'' + (4\rho-2i\rho^2)m' + (2-4i\rho-\rho^2)m]$. Adding $e^{-i\rho}(\rho^2-2\eta\rho-2)m$ and dividing by $\rho$ gives $\rho m'' + (4-2i\rho)m' - (4i+2\eta)m = 0$. With $\zeta = 2i\rho$ this is Kummer's equation $\zeta M'' + (4-\zeta)M' - \beta M = 0$, $\beta = 2-i\eta$, whose power-series solution is $M(\beta,4,\zeta) = \sum_n(\beta)_n\zeta^n/[(4)_n n!]$, where $(x)_n = x(x+1)\cdots(x+n-1)$. The beta integral $\int_0^1t^{\beta+n-1}(1-t)^{3-\beta}dt = \Gamma(\beta+n)\Gamma(4-\beta)/\Gamma(4+n)$ turns the series, term by term, into

$$e^{-i\rho}M = \frac{6}{|\Gamma(2+i\eta)|^2}\int_0^1e^{i\rho(2t-1)}\,t^{1-i\eta}(1-t)^{1+i\eta}\,dt .$$

The change $t\to1-t$ conjugates the integrand, so the expression is real. At large $\rho$ the endpoints dominate. Near $t=1$, with $\tau = 1-t$, the leading contribution is

$$e^{i\rho}\int_0^\infty e^{-2i\rho\tau}\tau^{1+i\eta}d\tau = e^{i\rho}\,\Gamma(2+i\eta)(2i\rho)^{-2-i\eta} = -\frac{e^{\pi\eta/2}|\Gamma(2+i\eta)|}{4\rho^2}\,e^{i(\rho-\eta\ln2\rho+\sigma_1)},$$

where $i^{-2} = -1$, $i^{-i\eta} = e^{\pi\eta/2}$ and $\sigma_1 = \arg\Gamma(2+i\eta)$. The endpoint $t=0$ gives the conjugate. With $\theta = \rho-\eta\ln2\rho-\pi/2+\sigma_1$ and $-\cos(\theta+\pi/2) = \sin\theta$,

$$\rho^2e^{-i\rho}M \to \frac{3e^{\pi\eta/2}}{|\Gamma(2+i\eta)|}\sin\theta .$$

The function normalised as $F_1\to\sin\theta$ is therefore $F_1 = C_1\rho^2e^{-i\rho}M$ with $C_1 = |\Gamma(2+i\eta)|e^{-\pi\eta/2}/3$. The recurrence and reflection formulas give $|\Gamma(2+i\eta)|^2 = (1+\eta^2)\,i\eta\,\Gamma(i\eta)\Gamma(1-i\eta) = (1+\eta^2)\pi\eta/\sinh\pi\eta$, so

$$C_1^2 = \frac{2\pi\nu(1+\nu^2)}{9\,(1-e^{-2\pi\nu})}.$$

The irregular solution is defined by $G_1\to\cos\theta$, and $H^+ = G_1+iF_1\to e^{i\theta}$. The equation has no first-derivative term, so Wronskians are constant; evaluated at infinity, where $\theta'\to1$, $F_1'G_1-F_1G_1' = 1$. Two forms of this are used: $F_1H^{+\prime}-F_1'H^+ = -1$ and $\mathrm{Im}(H^{+*}H^{+\prime}) = 1$.

At $E+i\gamma$ the wavenumber has $\mathrm{Im}\,k\simeq\gamma/k>0$, so $e^{ikr}$ decays and $e^{-ikr}$ grows. The resolvent maps square-integrable functions to square-integrable functions, so beyond the source $w$ is the decaying solution, and this tends to a multiple of $H^+$ as $\gamma\to0^+$. The solution with this behaviour is

$$w(r) = \frac2k\left[H^+(kr)\int_0^rF_1s\,dr' + F_1(kr)\int_r^\infty H^+s\,dr'\right].$$

To confirm it, differentiate with respect to $r$. In $w'$ the two terms from the limits, $H^+F_1s - F_1H^+s$, cancel. In $w''$ they give $\tfrac2k\,k\,(H^{+\prime}F_1-F_1'H^+)s = -2s$, while the remaining terms obey the homogeneous equation; thus $-\tfrac12w''+\dots = s$. At the origin $H^+\sim r^{-1}$ multiplies an integral of order $r^5$, and $F_1\sim r^2$ multiplies a finite one, so $w\sim r^2$. The kernel is $g(r,r') = (2/k)F_1(kr_<)H^+(kr_>)$, which is symmetric.

Since $\mathrm{Im}\,g = (2/k)F_1(kr)F_1(kr')$ factorises,

$$\mathrm{Im}\,\alpha = \frac{2D^2}{3k},\qquad D = \int_0^\infty F_1(kr)\,s(r)\,dr .$$

Beyond the source, $w = AH^+$ with the real amplitude $A = 2D/k$, so also $\mathrm{Im}\,\alpha = kA^2/6$.

The last form is flux conservation. Multiply the radial equation by $w^*$, subtract the conjugate and integrate over $[0,R]$: $-\tfrac12[w^*w'-\text{c.c.}]_R = \int s(w^*-w)\,dr$, that is

$$\mathrm{Im}\int_0^Rs\,w\,dr = \tfrac12\,\mathrm{Im}(w^*w')_R .$$

For $w = AH^+$ the right side is $k|A|^2/2$. The electron current carried by $\psi_+$ through a large sphere is $(F_0^2/4)(1/3)k|A|^2 = \tfrac12F_0^2\,\mathrm{Im}\,\alpha$, the rate $\Gamma$ found from the absorbed power. The identity also shows that any boundary condition with a real logarithmic derivative, or $w(R)=0$, forces $\mathrm{Im}\,a = 0$.

## Computing $H^+$ at the edge

Put $H^+ = e^{i\theta}S$, with $\theta' = 1-\eta/\rho$ and $\theta'' = \eta/\rho^2$. Then $u'' = e^{i\theta}[S''+2i\theta'S'+(i\theta''-\theta'^2)S]$. In the coefficient of $S$ the terms $1$ and $2\eta/\rho$ cancel against the potential, leaving

$$S''+2i\left(1-\frac\eta\rho\right)S'+\frac{i\eta-\eta^2-2}{\rho^2}S = 0 .$$

For $S = \sum c_n\rho^{-n}$, $c_0=1$, the power $\rho^{-n-2}$ gives $2i(n+1)c_{n+1} = [n(n+1)+2i\eta n+i\eta-\eta^2-2]\,c_n$. The bracket factorises as $(n+2+i\eta)(n-1+i\eta)$, as expansion shows. The terms $T_n = c_n\rho^{-n}$ obey

$$T_{n+1} = T_n\,\frac{(n+2+i\eta)(n-1+i\eta)}{(n+1)\,2i\rho},\qquad S' = -\sum_n\frac{nT_n}\rho .$$

The ratio grows like $n/2\rho$, so the series diverges and has its smallest term near $n\approx2\rho$. Approximating the numerator by $n^2+\eta^2$ and using $\prod(1+\eta^2/n^2) = \sinh\pi\eta/\pi\eta$ and Stirling's formula, that term is of order $e^{\pi|\eta|-2\rho}$ up to powers of $\rho$ and $\eta$. At $\rho_{\rm far} = 25+\eta^2$ the exponent is $-50+\pi|\eta|-2\eta^2\le-50+\pi^2/8$, far below double precision, so summation can stop at $|T_n|<10^{-17}$. If $kR<\rho_{\rm far}$, the pair $(H^+,H^{+\prime})$ is carried inward to $kR$ by an adaptive eighth-order Runge–Kutta method (Dormand–Prince, relative tolerance $10^{-12}$). This is stable while $1+2\nu/\rho-2/\rho^2>0$, because both solutions oscillate there and neither overtakes the other.

The scheme needs only $q = H^+(kR)/H^+(kR-kh)$, in which $\sigma_1$ cancels. The denominator is obtained by one short integration from $kR$ to $kR-kh$. This keeps the small quantity $q-1$, about $ih$ times the local wavenumber at $R$ (which exceeds $k$ appreciably near threshold), accurate, since numerator and denominator then belong to one solution and share the accumulated error. The phase $\sigma_1$ is needed only to extract $A$.

## Numerov discretisation

On $r_i = ih$, $i = 0,\dots,N$, $R = Nh$, write the equation as $w'' = y$, with $y = fw-2s$ and $f = 2/r^2-2Z/r-2E$. Let $\delta^2$ be the central second difference. Taylor expansion gives $\delta^2w = h^2w''+h^4w^{(4)}/12+h^6w^{(6)}/360+\dots$ and $(h^2/12)\,\delta^2y = h^4w^{(4)}/12+h^6w^{(6)}/144+\dots$. Subtraction removes $w^{(4)}$:

$$\delta^2w_i = \frac{h^2}{12}\left(y_{i+1}+10y_i+y_{i-1}\right)+e_i,\qquad e_i = -\frac{h^6}{240}w^{(6)}_i .$$

Dropping $e_i$ and defining $t_i = 1-h^2f_i/12$, row $i$ reads

$$t_{i-1}w_{i-1}-\left(2+\tfrac{10}{12}h^2f_i\right)w_i+t_{i+1}w_{i+1} = -\frac{h^2}6\left(s_{i-1}+10s_i+s_{i+1}\right).$$

**Origin.** Row 1 contains $w_0-h^2y_0/12$ with $w_0=0$, but $y_0 = w''(0)$ is not zero, because $f\sim2/r^2$ meets $w\sim c_0r^2$. Put $w = c_0r^2(1+b_1r+b_2r^2)+pr^4+\dots$. The order $r^0$ holds identically, $y_0 = 2c_0$. The order $r^1$ gives $6b_1 = 2b_1-2Z$, so $b_1 = -Z/2$. The order $r^2$ gives $12(c_0b_2+p) = 2(c_0b_2+p)-2Zb_1c_0-2Ec_0-4Z^{3/2}$, satisfied by $b_2 = (Z^2-2E)/10$ and $p = -\tfrac25Z^{3/2}$. Hence $c_0 = (w_1-ph^4)/(h^2\Delta)$ with $\Delta = 1-Zh/2+(Z^2-2E)h^2/10$, up to $O(h^3)$. The term $-h^2y_0/12 = -(w_1-ph^4)/(6\Delta)$ adds $-1/(6\Delta)$ to the first diagonal element and $+\tfrac25Z^{3/2}h^4/(6\Delta)$ to the first right-hand side.

**Edge.** The relation $w_N = qw_{N-1}$ adds $t_Nq$ to the last diagonal element. For the term at $E_0-\omega = -\kappa^2/2$, $\kappa^2 = Z^2+2\omega$, take $q=0$. There $\kappa>Z$, so the tail of $w$ follows the source, $w\simeq s/\omega$ at large $r$ to leading order, and is negligible wherever $s$ is.

**Quadrature.** The integrand $sw$ starts as $r^4$, so its first and third derivatives vanish at the origin, and the first Euler–Maclaurin correction to the trapezoid sum $h\sum s_iw_i$ is $O(h^6)$.

**Error.** A row approximates $h^2(w''-fw) = -2h^2s$, so a residual $e_i$ acts as a source error of size $e_i/2h^2$ on a cell of width $h$. By the symmetry of $g$, a source error $\delta s$ changes $\tfrac13\int sw$ by $\tfrac13\int w\,\delta s$. To leading order

$$|\delta a|\simeq\frac1{6h}\Big|\sum_ie_iw_i\Big| .$$

The Numerov residual gives $|\delta a|\simeq(h^4/1440)\,|\int_0^Rw\,w^{(6)}dr|$. Outside the source $ww^{(6)}\simeq-k^6A^2e^{2i\theta}$ oscillates, and its integral contributes a boundary term of modulus $k^5A^2/2$, so this part of the error is $\mathrm{Im}\,a\,(kh)^4/480$ and does not grow with $R$. Omitting the origin term means $e_1 = c_0h^2/6$ with $w_1\approx c_0h^2$, an error of order $h^3$. With the $O(h^3)$ value of $c_0$ above, $e_1 = O(h^5)$ and the origin costs $O(h^6)$.

The exact edge relation holds only where $s$ is negligible. Ending at $R$ amounts to replacing $s$ by zero beyond $R$; since $a$ is quadratic in $s$, $\delta a\simeq-\tfrac23\int_R^\infty sw\,dr\simeq-\tfrac23A\int_R^\infty sH^+dr$, which falls as $R^2e^{-ZR}$.

## Pseudocode

```
hplus(eta, rho):
    far = 25 + eta^2
    x = max(rho, far)
    sum S, S' from T_n at x until |T_n| < 1e-17
    H = exp(i theta) S;  H' = exp(i theta) (i (1 - eta/x) S + S')
    if rho < far: integrate (H, H') from far to rho
    return H, H'

solve(E, q):
    for i = 1..N:   f_i = 2/r_i^2 - 2Z/r_i - 2E;  t_i = 1 - h^2 f_i/12
    for i = 1..N-1: diag_i = -2 - 10 h^2 f_i/12
                    lower_i = t_{i-1} (i > 1);  upper_i = t_{i+1} (i < N-1)
                    rhs_i = -(h^2/6)(s_{i-1} + 10 s_i + s_{i+1})
    Delta = 1 - Z h/2 + (Z^2 - 2E) h^2/10
    diag_1 -= 1/(6 Delta);  rhs_1 += 0.4 Z^1.5 h^4/(6 Delta)
    diag_{N-1} += t_N q
    w_1..w_{N-1} = tridiagonal solve, complex, partial pivoting
    w_N = q w_{N-1}
    return (h/3) sum_i s_i w_i

alpha(omega > Z^2/2):
    k = sqrt(2 omega - Z^2);  eta = -Z/k
    (H, H') = hplus(eta, kR);  integrate to k(R-h), giving Hm
    alpha = solve(k^2/2, H/Hm) + solve(-Z^2/2 - omega, 0)
    sigma = 4 pi omega Im(alpha)/c
```

This part has derived the driven radial equation and its outgoing Coulomb boundary condition, and turned them into a Numerov scheme for $\alpha(\omega)$ and $\sigma(\omega)$ with error estimates and pseudocode. What remains is the scheme's cost and stability, the closed forms for comparison, a worked example for hydrogen, and the ways the method can fail.
